# Consistent and covariant anomalies of a Weyl fermion: verification in Python

```python
"""
Result under test (right-handed Weyl fermion, charge e, Gaussian units):
  consistent anomaly  dn/dt + div J = (1/3) K E.B,   K = e^2/(4 pi^2 hbar^2 c)
  covariant anomaly   dn/dt + div J =       K E.B
  difference: Bardeen-Zumino current
      n_BZ = -K A.B/(3c),   J_BZ = (K/3)(A x E - phi B).
Scaled potential a = (e/hbar c) A, lower index a_mu, x0 = c t, eps^{0123} = +1,
metric (+,-,-,-).  In scaled form the two anomalies are e.b/(12 pi^2), e.b/(4 pi^2).
k, kp : momenta brought in by the two external fields (common arbitrary unit).
beta  : displacement of the loop integration centre, beta*(k - kp), measured
        from the centroid of the three propagator momenta.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

PAULI = np.array([[[1, 0], [0, 1]], [[0, 1], [1, 0]],
                  [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], dtype=complex)


# ---------- loop integral from its definition ----------
def gauss01(n):
    u, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (u + 1), 0.5 * w


def clustered(lo, hi, n):
    """Gauss nodes crowded towards both ends of the interval."""
    u, w = gauss01(n)
    return lo + (hi - lo) * u**2 * (3 - 2 * u), (hi - lo) * w * 6 * u * (1 - u)


def slash(q):
    """q_mu sigma^mu for a purely spatial momentum in the x-y plane."""
    return -(q[0] * PAULI[1] + q[1] * PAULI[2])


def propagator(p4, px, py, pz):
    """Inverse of p_mu sigma^mu at p0 = i p4 (Wick-rotated loop energy)."""
    g = np.empty(px.shape + (2, 2), dtype=complex)
    norm = -(p4**2 + px**2 + py**2 + pz**2)
    g[..., 0, 0] = (1j * p4 + pz) / norm
    g[..., 1, 1] = (1j * p4 - pz) / norm
    g[..., 0, 1] = (px - 1j * py) / norm
    g[..., 1, 0] = (px + 1j * py) / norm
    return g


def triangle(k_right, k_mid, shift, vertex_sets, n=18):
    """i int d^4p_E/(2pi)^4 tr[V1 G(l3) V2 G(l2) V3 G(l1)], balls about p = 0."""
    offsets = [-(2 * k_right + k_mid) / 3 + shift,
               (k_right - k_mid) / 3 + shift,
               (k_right + 2 * k_mid) / 3 + shift]
    # massless propagators are singular at p = -offset: put panel edges there
    radii = np.sort([np.hypot(*o) for o in offsets])
    angles = np.sort([np.arctan2(-o[1], -o[0]) for o in offsets])
    edges = np.append(angles, angles[0] + 2 * np.pi)
    widest = np.argmax(np.diff(edges))
    edges = np.sort(np.append(edges, 0.5 * (edges[widest] + edges[widest + 1])))
    phi, w_phi = map(np.concatenate, zip(*[clustered(a, b, n) for a, b
                                          in zip(edges[:-1], edges[1:])]))
    u, w = gauss01(n)
    theta, w_theta = 0.5 * np.pi * u**2, np.pi * u * w
    chi = 0.3 + 0.5 * np.pi * np.arange(4)   # exact for trig degree below 4
    panels = [clustered(a, b, n) for a, b in
              zip(np.append(0.0, radii[:-1]), radii)]
    s = 1 - u**2                            # outer panel r = r_max/s to infinity
    panels.append((radii[-1] / s, radii[-1] / s**2 * 2 * u * w))
    totals = np.zeros(len(vertex_sets), dtype=complex)
    for r, w_r in panels:
        R, TH, PH, CH = np.meshgrid(r, theta, phi, chi, indexing="ij")
        weight = (w_r[:, None, None, None] * w_theta[None, :, None, None]
                  * w_phi[None, None, :, None] * (0.5 * np.pi)
                  * R**3 * np.sin(TH) * np.cos(TH))
        px, py = R * np.cos(TH) * np.cos(PH), R * np.cos(TH) * np.sin(PH)
        p4, pz = R * np.sin(TH) * np.cos(CH), R * np.sin(TH) * np.sin(CH)
        g1, g2, g3 = [propagator(p4, px + o[0], py + o[1], pz) for o in offsets]
        for i, (v1, v2, v3) in enumerate(vertex_sets):
            left = (v1 @ g3) @ (v2 @ g2)
            right = v3 @ g1
            trace = sum(left[..., a, b] * right[..., b, a]
                        for a in range(2) for b in range(2))
            totals[i] += np.sum(weight * trace)
    return 1j * totals / (2 * np.pi)**4


k, kp = np.array([1.0, 0.0]), np.array([-0.2, 1.2])
k_low, kp_low = np.array([0, -k[0], -k[1], 0]), np.array([0, -kp[0], -kp[1], 0])
unit = np.eye(4)


def anomaly_coefficients(beta):
    """Violation at the current vertex and at one field vertex, both orientations."""
    shift = beta * (k - kp)
    direct = triangle(k, kp, shift, [(slash(k + kp), PAULI[0], PAULI[3]),
                                     (PAULI[0], PAULI[3], slash(k))])
    crossed = triangle(kp, k, -shift, [(slash(k + kp), PAULI[3], PAULI[0]),
                                       (PAULI[0], slash(k), PAULI[3])])
    total = direct + crossed
    # coefficient of e.b in the divergence of the current
    at_current = -total[0] / np.linalg.det([k_low, unit[3], kp_low, unit[0]])
    at_field = total[1] / np.linalg.det([unit[0], unit[3], k_low, kp_low])
    return at_current, at_field


third = 1 / (12 * np.pi**2)
loop = {}
for beta in (0.0, 0.3, 2 / 3):
    cur, fld = anomaly_coefficients(beta)
    # tolerance: quadrature error near the massless propagator singularities
    assert abs(cur - third * (1 + 3 * beta)) < 1e-3 * third, (beta, cur / third)
    assert abs(fld - third * (1 - 1.5 * beta)) < 1e-3 * third, (beta, fld / third)
    loop[beta] = (cur.real, fld.real)
ratio = loop[2 / 3][0] / loop[0.0][0]
assert abs(ratio - 3) < 3e-3

# ---------- Bardeen-Zumino current for arbitrary potentials ----------
X = sp.symbols("x0:4", real=True)
a = [sp.Function(f"a{m}")(*X) for m in range(4)]        # lower components
lam = sp.Function("lam")(*X)
perms = [(p, int(sp.LeviCivita(*p))) for p in itertools.permutations(range(4))]
f = [[sp.diff(a[n], X[m]) - sp.diff(a[m], X[n]) for n in range(4)] for m in range(4)]
phi_s, avec = a[0], sp.Matrix([-a[1], -a[2], -a[3]])
evec = sp.Matrix([-sp.diff(avec[i], X[0]) - sp.diff(phi_s, X[i + 1]) for i in range(3)])
bvec = sp.Matrix([sp.diff(avec[(i + 2) % 3], X[(i + 1) % 3 + 1])
                  - sp.diff(avec[(i + 1) % 3], X[(i + 2) % 3 + 1]) for i in range(3)])
eb = evec.dot(bvec)
eff = sum(s * f[p[0]][p[1]] * f[p[2]][p[3]] for p, s in perms)
assert sp.expand(eb + eff / 8) == 0
kappa = -1 / (24 * sp.pi**2)
j_bz = [kappa * sum(s * a[p[1]] * f[p[2]][p[3]] for p, s in perms if p[0] == m)
        for m in range(4)]
divergence = sum(sp.diff(j_bz[m], X[m]) for m in range(4))
assert sp.expand(divergence - eb / (6 * sp.pi**2)) == 0
flux_form = (avec.cross(evec) - phi_s * bvec) / (12 * sp.pi**2)
assert sp.expand(j_bz[0] + avec.dot(bvec) / (12 * sp.pi**2)) == 0
assert all(sp.expand(j_bz[i + 1] - flux_form[i]) == 0 for i in range(3))
# gauge variation of the consistent current from its own anomaly functional
density = sp.expand(lam * eb / (12 * sp.pi**2))
gauge = {a[m]: a[m] + sp.diff(lam, X[m]) for m in range(4)}
for m in range(4):
    func_der = -sum(sp.diff(sp.diff(density, sp.diff(a[m], X[n])), X[n])
                    for n in range(4))
    change_cons = -func_der
    change_bz = j_bz[m].subs(gauge, simultaneous=True).doit() - j_bz[m]
    assert sp.expand(change_cons) != 0
    assert sp.expand(change_cons + change_bz) == 0

# ---------- covariant coefficient from Landau-level flow ----------
n_up = 12                       # magnetic length = 1, energies in hbar c / length


def negative_levels(kz):
    h = np.zeros((2 * n_up - 1, 2 * n_up - 1))
    h[:n_up, :n_up] = kz * np.eye(n_up)
    h[n_up:, n_up:] = -kz * np.eye(n_up - 1)
    for q in range(n_up - 1):   # pi_x - i pi_y raises the oscillator number
        h[q + 1, n_up + q] = h[n_up + q, q + 1] = np.sqrt(2 * (q + 1))
    return int(np.sum(np.linalg.eigvalsh(h) < 0))


crossings = negative_levels(-0.7) - negative_levels(0.7)
r_test = 1.5
areal = 0.0
for m in range(25):             # lowest-level orbitals, normalized by quadrature
    norm = quad(lambda r: 2 * np.pi * r**(2 * m + 1) * np.exp(-r * r / 2), 0, 20,
                points=[np.sqrt(2 * m + 1)], limit=200)[0]
    areal += r_test**(2 * m) * np.exp(-r_test**2 / 2) / norm
flow = crossings * areal / (2 * np.pi)
assert crossings == 1
assert abs(flow / loop[2 / 3][0] - 1) < 1e-3

# ---------- worked example, Gaussian units ----------
c = const.c * 100               # cm/s
hbar = const.hbar * 1e7         # erg s
e = const.e * const.c * 10      # statC
E0, B0 = 0.01, 1.0e4            # statV/cm, G
t0, x0 = 1e-9, 1e-4             # s, cm
K = e**2 / (4 * np.pi**2 * hbar**2 * c)
rate_cov = K * E0 * B0
rate_cons = rate_cov / 3
areal_density = e * B0 / (2 * np.pi * hbar * c)
line_flow = e * E0 / (2 * np.pi * hbar)
assert abs(areal_density * line_flow / rate_cov - 1) < 1e-12
E_si, B_si = E0 * const.c * 1e-4, B0 * 1e-4
rate_si = const.e**2 * E_si * B_si / (4 * np.pi**2 * const.hbar**2)
assert abs(rate_si * 1e-6 / rate_cov - 1) < 1e-10
E_vec, B_vec = np.array([0, 0, E0]), np.array([0, 0, B0])


def gauge_time(t, r):
    return 0.0, np.array([0, B0 * r[0], -c * E0 * t])


def gauge_static(t, r):
    return -E0 * r[2], np.array([0, B0 * r[0], 0])


def bz(potential, t, r):
    phi, A = potential(t, r)
    return -K * A.dot(B_vec) / (3 * c), K / 3 * (np.cross(A, E_vec) - phi * B_vec)


def bz_source(potential):
    """Time derivative of the density and divergence of the flux, by differences."""
    r, dt, dr = np.full(3, x0), 0.1 * t0, 0.1 * x0
    n_dot = (bz(potential, t0 + dt, r)[0] - bz(potential, t0 - dt, r)[0]) / (2 * dt)
    div = sum((bz(potential, t0, r + dr * np.eye(3)[i])[1][i]
               - bz(potential, t0, r - dr * np.eye(3)[i])[1][i]) / (2 * dr)
              for i in range(3))
    return n_dot, div


print("LOOP INTEGRALS (coefficients of e.b, dimensionless)")
print(f"k = ({k[0]:.1f}, {k[1]:.1f}), kp = ({kp[0]:.1f}, {kp[1]:.1f}) (common unit)")
print(f"1/(12 pi^2) = {third:.7f}")
print(f"1/(4 pi^2)  = {3 * third:.7f}")
for beta, (cur, fld) in loop.items():
    print(f"beta = {beta:.4f}: current vertex {cur:.7f}, field vertex {fld:.7f}")
    print(f"   in units of 1/(12 pi^2): {cur / third:.5f}, {fld / third:.5f}")
print(f"covariant/consistent ratio from loops = {ratio:.5f}")
print("LANDAU LEVELS (magnetic length = 1)")
print(f"net upward crossings = {crossings}")
print(f"states per area = {areal:.7f}, 1/(2 pi) = {1 / (2 * np.pi):.7f}")
print(f"flow coefficient = {flow:.7f}")
print("WORKED EXAMPLE")
print(f"E = {E0:.2f} statV/cm, B = {B0:.1e} G")
print(f"t = {t0:.1e} s, x = y = z = {x0:.1e} cm")
print(f"e = {e:.6e} statC, hbar = {hbar:.6e} erg s")
print(f"c = {c:.6e} cm/s")
print(f"K = {K:.5e} (Gaussian units)")
print(f"states per area eB/(2 pi hbar c) = {areal_density:.5e} cm^-2")
print(f"flow per length eE/(2 pi hbar) = {line_flow:.5e} cm^-1 s^-1")
print(f"covariant rate  = {rate_cov:.5e} cm^-3 s^-1")
print(f"consistent rate = {rate_cons:.5e} cm^-3 s^-1")
print(f"difference      = {rate_cov - rate_cons:.5e} cm^-3 s^-1")
print(f"SI fields: E = {E_si:.3f} V/m, B = {B_si:.3f} T")
print(f"covariant rate, SI route = {rate_si:.5e} m^-3 s^-1")
print(f"covariant density gained in t = {rate_cov * t0:.5e} cm^-3")
for name, pot in (("time-dependent A", gauge_time), ("static potentials", gauge_static)):
    n_bz, flux = bz(pot, t0, np.full(3, x0))
    n_dot, div = bz_source(pot)
    assert abs((n_dot + div) / (rate_cov - rate_cons) - 1) < 1e-8
    print(f"Gauge: {name}")
    print(f"   n_BZ = {n_bz + 0.0:.5e} cm^-3")
    print(f"   J_BZ x = {flux[0]:.5e}, z = {flux[2] + 0.0:.5e} cm^-2 s^-1")
    print(f"   dn_BZ/dt = {n_dot + 0.0:.5e} cm^-3 s^-1")
    print(f"   div J_BZ = {div:.5e} cm^-3 s^-1")
    print(f"   sum/covariant rate = {(n_dot + div) / rate_cov:.6f}")
print("PASS")
```

Printed output:

```
LOOP INTEGRALS (coefficients of e.b, dimensionless)
k = (1.0, 0.0), kp = (-0.2, 1.2) (common unit)
1/(12 pi^2) = 0.0084434
1/(4 pi^2)  = 0.0253303
beta = 0.0000: current vertex 0.0084434, field vertex 0.0084434
   in units of 1/(12 pi^2): 1.00000, 1.00000
beta = 0.3000: current vertex 0.0160425, field vertex 0.0046439
   in units of 1/(12 pi^2): 1.90000, 0.55000
beta = 0.6667: current vertex 0.0253303, field vertex 0.0000000
   in units of 1/(12 pi^2): 3.00000, 0.00000
covariant/consistent ratio from loops = 3.00000
LANDAU LEVELS (magnetic length = 1)
net upward crossings = 1
states per area = 0.1591549, 1/(2 pi) = 0.1591549
flow coefficient = 0.0253303
WORKED EXAMPLE
E = 0.01 statV/cm, B = 1.0e+04 G
t = 1.0e-09 s, x = y = z = 1.0e-04 cm
e = 4.803205e-10 statC, hbar = 1.054572e-27 erg s
c = 2.997925e+10 cm/s
K = 1.75279e+23 (Gaussian units)
states per area eB/(2 pi hbar c) = 2.41799e+10 cm^-2
flow per length eE/(2 pi hbar) = 7.24895e+14 cm^-1 s^-1
covariant rate  = 1.75279e+25 cm^-3 s^-1
consistent rate = 5.84263e+24 cm^-3 s^-1
difference      = 1.16853e+25 cm^-3 s^-1
SI fields: E = 299.792 V/m, B = 1.000 T
covariant rate, SI route = 1.75279e+31 m^-3 s^-1
covariant density gained in t = 1.75279e+16 cm^-3
Gauge: time-dependent A
   n_BZ = 5.84263e+15 cm^-3
   J_BZ x = 5.84263e+20, z = 0.00000e+00 cm^-2 s^-1
   dn_BZ/dt = 5.84263e+24 cm^-3 s^-1
   div J_BZ = 5.84263e+24 cm^-3 s^-1
   sum/covariant rate = 0.666667
Gauge: static potentials
   n_BZ = 0.00000e+00 cm^-3
   J_BZ x = 5.84263e+20, z = 5.84263e+20 cm^-2 s^-1
   dn_BZ/dt = 0.00000e+00 cm^-3 s^-1
   div J_BZ = 1.16853e+25 cm^-3 s^-1
   sum/covariant rate = 0.666667
PASS
```
